# Coarsening of Two-Dimensional Islands by Diffusion and Merging

## Definitions and conventions

Islands one atomic layer high lie on an unbounded flat terrace. Each is a disc of radius \(r\) that moves as a whole by Brownian motion with diffusivity

\[
D(r)=C\,r^{-a},\qquad \langle|\Delta\mathbf x|^2\rangle=4D(r)\,t ,
\]

with constants \(C>0\) and \(a>-2\). When two discs touch, they are replaced at once by one disc of the same total area, centred at their common centroid. There is no deposition, no exchange of atoms between islands and no loss to steps, so the covered area fraction \(\theta\) is constant.

Let \(n\) be the number of islands per area and \(R\) the root-mean-square radius. Conservation of area gives

\[
\pi R^2 n=\theta ,\qquad \frac{\dot R}{R}=-\frac{\dot n}{2n}. \tag{1}
\]

The second relation is the time derivative of the logarithm of the first. A dimensionless growth number compares the growth of \(R\) with island diffusion:

\[
\beta=\frac{R\dot R}{2D(R)} . \tag{2}
\]

The *scaled state* is the statistical distribution of island positions and radii when all lengths are measured in units of the current \(R\).

**Assumption S (self-similarity).** At late times the scaled state tends to a stationary limit that does not depend on the initial one, and \(\beta\) tends to a finite limit \(\beta_\infty>0\).

## The growth law

**Lemma 1 (scaling of the dynamics).** If all lengths are multiplied by \(b\) and all times by \(b^{a+2}\), a possible evolution of the islands becomes another one, equally probable, with the same \(C\) and \(\theta\).

*Proof.* The mean square displacement of a disc must be multiplied by \(b^2\). Indeed,

\[
b^2\cdot 4Cr^{-a}t=4C\,(br)^{-a}\,(b^{a+2}t),
\]

which is the displacement law of a disc of radius \(br\) over the stretched time. The contact condition (distance equal to the sum of radii), the conservation of area and the centroid rule keep their form under a common stretching of lengths. The area fraction is a ratio of areas and does not change. \(\square\)

**Theorem.** Under Assumption S,

\[
R(t)\simeq\left[2(a+2)\beta_\infty C\,t\right]^{1/(a+2)}\qquad (t\to\infty),
\]

and the number-mean radius grows with the same power.

*Proof.* By (1) and (2),

\[
\beta=\frac{R^2}{4D(R)}\left(-\frac{\dot n}{n}\right).
\]

This is one quarter of the fractional loss of islands per time \(R^2/D(R)\). By Lemma 1 that loss depends on the scaled state, \(a\) and \(\theta\), and not on \(R\) or \(C\) separately. A stationary scaled state therefore has a constant \(\beta\). Inserting \(D=CR^{-a}\) in (2) gives

\[
R^{a+1}\dot R=2\beta C,\qquad
\frac{d}{dt}R^{a+2}=2(a+2)\beta C .
\]

Since \(\beta\to\beta_\infty\), integration gives \(R^{a+2}/t\to2(a+2)\beta_\infty C\). The ratio of number-mean to rms radius is a property of the scaled state, so it tends to a constant. \(\square\)

**Remark 1 (what the assumption supplies).** Lemma 1 alone gives \(R=R_0f(Ct/R_0^{a+2})\) for a family of initial states that differ in scale. If \(f(x)\) approaches a power of \(x\) and \(R_0\) drops out at late times, the power must be \(1/(a+2)\). Loss of \(R_0\) alone would still allow a slowly varying factor, such as a power of a logarithm; stationarity of the scaled state excludes it.

**Remark 2 (the range of \(a\)).** Suppose a self-similar state with constant \(\beta>0\) also existed outside the stated range. For \(a=-2\) the equation becomes \(\dot R/R=2\beta C\), and growth is exponential. For \(a<-2\), \(R^{-|a+2|}\) falls linearly in time and reaches zero at a finite time, so \(R\) would diverge. The power law therefore requires \(a>-2\), but this bound does not secure Assumption S. For \(a<0\) the large discs are the mobile ones and small discs are left behind. In a mean-field model with merger rate proportional to \(D_i+D_j\), the ratio of number-mean to rms radius stays at 0.94 for \(a=1\), while for \(a=-1\) it keeps falling, from 0.84 to 0.70 as the density drops thirtyfold. The simulations below cover only \(a=1\) and \(a=3\).

## An estimate of the prefactor

The theorem leaves \(\beta_\infty\) open. It can be estimated by giving all islands the same radius \(R\). Let \(n^2h(r,t)\) be the density of pairs at distance \(r\), with \(h\to1\) far away and \(h=0\) at contact, \(r=2R\).

Let \(K\) be the merger coefficient: one island merges at the rate \(Kn\). Each merger involves two islands and removes one, so

\[
\dot n=-\tfrac12Kn^2,\qquad \frac{\dot R}{R}=\frac{Kn}{4}. \tag{3}
\]

Mergers with third islands also thin the pairs. Far away the pair density is \(n^2\), which falls as \(2n\dot n=-Kn\cdot n^2\). The estimate assumes that this loss rate per pair, \(Kn\), holds at all distances. This is a closure, not an exact statement. Two islands diffuse relative to each other with diffusivity \(2D\), hence

\[
\partial_t(n^2h)=2D\nabla^2(n^2h)-Kn\,n^2h .
\]

The left side is \(n^2\partial_th-Kn^3h\). The loss terms cancel, and

\[
\partial_th=2D\nabla^2h,\qquad h(2R)=0,\quad h(\infty)=1. \tag{4}
\]

The inward flow of partners through the contact circle is \(Kn=2\pi(2R)\,2D\,n\,\partial_rh\), so

\[
K=4\pi D\,(r\,\partial_rh)_{r=2R}. \tag{5}
\]

The outward motion of this circle adds nothing, because \(h\) vanishes on it.

**Proposition 2.** For \(0<\theta<1/2\), equation (4) has one self-similar solution, with \(\beta\) fixed by

\[
\beta\,e^{2\beta}E_1(2\beta)=\theta,\qquad E_1(y)=\int_y^\infty\frac{e^{-v}}v\,dv . \tag{6}
\]

*Proof.* Let \(h\) depend on \(x=r/R(t)\) alone. Then \(\partial_th=-x(\dot R/R)h'\). Multiplying (4) by \(R^2/(2D)\) gives

\[
h''+\frac{h'}x+\beta xh'=0 .
\]

Put \(p=xh'\). Then \(p'=h'+xh''=-\beta x^2h'=-\beta xp\), so \(p=c\,e^{-\beta x^2/2}\). Integrating \(h'=p/x\) from \(x=2\), with \(v=\beta u^2/2\) and \(du/u=dv/(2v)\),

\[
h=c\int_2^x\frac{e^{-\beta u^2/2}}u\,du=\frac c2\left[E_1(2\beta)-E_1(\beta x^2/2)\right].
\]

The condition \(h(\infty)=1\) gives \(c=2/E_1(2\beta)\). With \(p(2)=c\,e^{-2\beta}\), (5) becomes

\[
K=\frac{8\pi D\,e^{-2\beta}}{E_1(2\beta)} .
\]

From (2), (3) and \(n=\theta/(\pi R^2)\),

\[
\beta=\frac{R^2}{2D}\,\frac{Kn}4=\frac{K\theta}{8\pi D}=\frac{\theta\,e^{-2\beta}}{E_1(2\beta)},
\]

which is (6). For uniqueness, set \(y=2\beta\) and \(v=y+s\) in \(E_1\):

\[
y\,e^yE_1(y)=\int_0^\infty\frac{y}{y+s}\,e^{-s}\,ds .
\]

This rises steadily from 0 to 1 as \(y\) runs from 0 to infinity. The left side of (6) is half of it, so there is one solution if \(\theta<1/2\) and none otherwise. \(\square\)

If the pair distribution is self-similar from the start, \(\beta\) is constant and

\[
R^{a+2}=R_0^{a+2}+2(a+2)\beta Ct. \tag{7}
\]

**Remark 3 (the logarithm of two dimensions).** At coverages of about 0.02 or less, \(E_1(2\beta)\approx\ln[1/(2\beta)]-0.577\), and (6) gives \(\beta\approx\theta/\{\ln[1/(2\beta)]-0.577\}\). The logarithm familiar from capture in two dimensions is present, but its argument depends on coverage and not on time, so it changes the prefactor and leaves the power alone. Equation (6) gives \(\beta=0.0049\), 0.049 and 0.180 at coverages 0.02, 0.1 and 0.2. Solving (4) in time from an uncorrelated start, \(h=1\) outside contact, leads to the same values within 0.5 %.

## Direct simulation of the discs

The theorem rests on Assumption S, and the estimate on a closure and equal sizes. Both were tested by simulating the discs themselves at coverage 0.1, from 3600 discs down to 100, so that \(R\) grows sixfold. Each result averages two runs, and the exponent is fitted over the stage from 720 discs to 100.

For \(a=1\) the fitted exponent is 0.337, against \(1/3\). For \(a=3\) it is 0.205 from equal discs and 0.193 from a start with two sizes, against 0.200. All lie within the 12 % allowed for the small number of discs at the end and the remaining transient.

The two starts for \(a=3\) also test the loss of memory. The ratio of number-mean to rms radius begins at 1.000 and 0.878 and ends at 0.972 and 0.971. At equal late times the two values of \(R\) differ by 3 %.

The prefactor agrees less well. The simulated final radius exceeds that of the equal-size law by 16 to 19 %. In terms of \(\beta\) the gap is larger: the simulation gives 0.084 for \(a=1\), and 0.117 and 0.103 for the two starts with \(a=3\), where (6) gives 0.049. The simulated values are rough, since few discs remain at the end and a relative error in \(R\) enters \(\beta\) multiplied by about \(a+2\). They are also low by roughly 10 %, because contact is detected only at the end of each finite time step. Counting contacts made within a step raises \(\beta\) for \(a=3\) to about 0.13, which would add about 0.1 nm to the final radius in the worked example. The closure behind the estimate neglects correlations among three or more islands and the shift of centres at a merger. The estimate also omits the spread of sizes and the sudden change of reach when a merged disc forms. Any of these may contribute to the gap, and their shares were not separated.

## Why \(a=3\) for transport along the edge

**Lemma 3.** Let atoms move along the island edge at random, so that the area \(q(s,t)\) carried past edge point \(s\) per time satisfies \(\langle q(s,t)q(s',t')\rangle=2A\,\delta(s-s')\,\delta(t-t')\), with \(A\) independent of \(R\). Then \(D=A/(\pi R^3)\).

*Proof.* The edge advances at the normal speed \(v_n=-\partial_sq\). With the origin at the disc centre, the centroid moves as

\[
\dot X=\frac1{\pi R^2}\oint x\,v_n\,ds=\frac1{\pi R^2}\oint q\,\partial_sx\,ds ,
\]

after integration by parts around the closed edge. Here \(\partial_sx=-\sin(s/R)\), and \(\oint\sin^2(s/R)\,ds=\pi R\). Therefore

\[
\langle X^2\rangle=\frac{2At\,\pi R}{(\pi R^2)^2}=\frac{2A}{\pi R^3}\,t ,
\]

and comparison with \(\langle X^2\rangle=2Dt\) gives the result. \(\square\)

The same transport restores the round shape. Let \(\gamma\) be the step free energy per length, taken as isotropic, and \(\kappa\) the edge curvature. The free energy per added area is \(\gamma\kappa\). The fluctuation-dissipation relation turns the noise strength \(2A\) into a mobility \(A/kT\), so the mean current is \(-(A/kT)\,\partial_s(\gamma\kappa)\) and \(v_n=(A\gamma/kT)\,\partial_s^2\kappa\). For the outline \(R(1+\varepsilon\cos2\varphi)\), to first order in \(\varepsilon\),

\[
\kappa=\frac{1+3\varepsilon\cos2\varphi}R,\qquad \partial_s^2\kappa=-\frac{12\,\varepsilon\cos2\varphi}{R^3}.
\]

Since \(v_n=R\dot\varepsilon\cos2\varphi\), the distortion decays at the rate \(12A\gamma/(kTR^4)\). With \(A=\pi R^3D\), the relaxation time is

\[
\tau=\frac{kT\,R}{12\pi\gamma D}. \tag{8}
\]

By (3) and (2), the time between mergers of one island is \(1/(Kn)=R/(4\dot R)=R^2/(8\beta D)\). The ratio of the two times is \(2\beta kT/(3\pi\gamma R)\), which falls as islands grow. Within this model the assumption of compact islands improves with time.

## Worked example: silver islands on Ag(100)

The following inputs are rough values typical of this surface near room temperature: \(T=300\) K, \(\theta=0.1\), \(R_0=3\) nm (about 340 atoms), \(D(R_0)=10^{-3}\) nm²/s, \(\gamma=0.35\) eV/nm and \(a=3\). The growth number is the simulated \(\beta=0.117\) from equal discs, and the islands are taken to be in the self-similar state already at the start. The initial speed is

\[
\dot R=\frac{2\beta D}{R_0}=\frac{2(0.117)(10^{-3})}{3}=7.8\times10^{-5}\ \text{nm/s}.
\]

After one day, \(t=86\,400\) s, (7) gives

\[
R=3\left[1+\frac{10(0.117)(10^{-3})(86\,400)}{9}\right]^{1/5}\text{nm}\approx5.0\ \text{nm}.
\]

The density falls from \(3.5\times10^{11}\) to \(1.3\times10^{11}\) cm⁻². The equal-size estimate of \(\beta\) would give 4.3 nm.

The power \(1/5\) is approached slowly. From (7), the local exponent is

\[
\frac{d\ln R}{d\ln t}=\frac15\,\frac t{t+t_0},\qquad t_0=\frac{R_0}{5\dot R(0)}\approx7700\ \text{s}.
\]

It is 0.06 after one hour and 0.18 after one day. A straight line fitted to early data on logarithmic axes would suggest too large an \(a\).

**Shape.** Equation (8) gives 6 s at the start and 44 s at the end, against \(9.6\times10^3\) s and \(1.2\times10^5\) s between mergers. It describes a small elliptic distortion, for which the margin exceeds a factor of a thousand. A freshly joined pair needs longer, and transport limited by kinks can slow its rounding further on the real surface.

**Exchange of atoms (Ostwald ripening).** Let \(\ell=\gamma b^2/kT\), with atom spacing \(b=0.289\) nm. The adatom density at a curved edge exceeds that at a straight one by the fraction \(\ell/R\), to first order. Here \(\ell/R_0=0.38\), and the full excess \(e^{\ell/R}-1\) is 21 % larger at the start and 12 % larger at the end. Steady diffusion from the edge to the cell radius \(R/\sqrt\theta\), where the straight-edge density is assumed, changes the radius at a speed of size

\[
\frac{P\,\ell}{R^2\ln(\theta^{-1/2})},\qquad P=\nu b^2e^{-E/kT}.
\]

Here \(E\) is the energy of forming an adatom plus that of a terrace hop, and \(\nu=10^{13}\) s⁻¹. Neighbouring islands are curved too and hold the terrace density above the straight-edge value, so for an island of average size this speed is an upper estimate. For a rough \(E=0.95\) eV, this speed is 13 % of the merging speed at the start and 35 % at the end. These shares are bounds rather than rates of coarsening. In a self-similar state of pure ripening with the same first-order transport law, the critical radius \(R_*\) grows at \(4/27\) of the speed evaluated at \(R_*\) and the rms radius is \(1.09\,R_*\). The rms radius then grows at about 0.19 of the speed above, and the shares become about 2 % and 7 %. The merging speed falls as \(R^{-4}\) and the exchange speed as \(R^{-2}\), so the upper estimate equals the merging speed at about 8 nm and the ripening rate does so at about 19 nm. The power \(1/5\) cannot persist once exchange takes over. The conclusion depends strongly on \(E\): with 0.85 eV the upper estimate is six times the merging speed from the start and the ripening rate is about equal to it, and with 1.05 eV its share over the day stays below 1 %.

**Loss to steps.** By (2), \(dt=R\,dR/(2\beta D)\), so the mean square distance diffused by an island that always has the radius \(R(t)\) is

\[
4\int D\,dt=\frac2\beta\int_{R_0}^{R}R'\,dR'=\frac{R^2-R_0^2}\beta ,
\]

or 11.5 nm rms in one day. This leaves out the spread of sizes and the shifts of centre at mergers, so it is only a rough measure; with both included, the area-weighted travel is about 13 to 14 nm. Terraces must be much wider than this for the coverage to stay constant.

**The real surface.** Motion and merging of whole islands is an established route of coarsening on Ag(100) near room temperature. Real islands there are nearly square, and transport along their straight edges can be limited by kinks, so \(A\) need not be independent of size and a single \(a=3\) is an idealization. With \(D(R_0)\) and \(\beta\) held fixed, \(a=2\) gives 5.3 nm after one day and \(a=1\) gives 5.9 nm; the smaller \(\beta\) simulated for \(a=1\) would lower the last value. A temperature 10 K higher, with a rough barrier of 0.5 eV for island diffusion, multiplies \(D\) by 1.9 and gives 5.6 nm. An error of a factor of ten in \(D(R_0)\) changes \(R\) by less than \(10^{1/5}\approx1.6\), as (7) shows. Of the effects sized here, the uncertain exchange energy matters most, because it decides whether merging is the main route at all. The full set of values is in the numerical output below.

## Calculated quantities

```
coverage 0.02: beta formula 0.00487, pair evolution 0.00487
coverage 0.1: beta formula 0.04940, pair evolution 0.04940
coverage 0.2: beta formula 0.18037, pair evolution 0.18038
simulation: discs at start 3600, at end 100
simulation: coverage 0.1, final R/R0 6.00
a=1 equal start: exponent 0.337, 1/(a+2) = 0.333
  number-mean/rms radius: start 1.000, end 0.941
  final R, simulation / equal-size law: 1.19; simulated beta 0.0841
a=3 equal start: exponent 0.205, 1/(a+2) = 0.200
  number-mean/rms radius: start 1.000, end 0.972
  final R, simulation / equal-size law: 1.19; simulated beta 0.1171
a=3 two-size start: exponent 0.193, 1/(a+2) = 0.200
  number-mean/rms radius: start 0.878, end 0.971
  final R, simulation / equal-size law: 1.16; simulated beta 0.1027
a=3, R at equal time, two-size/equal start: 0.974
edge currents: a from radii 3 and 6 nm: 3.00
inputs: T 300 K, kT 0.02585 eV, coverage 0.1, a 3
inputs: R0 3.0 nm, D(R0) 1.0e-03 nm^2/s, time 24 h
inputs: atom spacing 0.289 nm, step energy 0.35 eV/nm
inputs: exchange energy 0.95 eV, attempts 1e+13 1/s
inputs: barrier of island diffusion 0.5 eV
atoms in starting island: 339
beta used (simulated) 0.1171, equal-size estimate 0.0494
initial growth speed: 7.807e-05 nm/s
transient time R0/(5 speed): 7686 s
R after 1 h: 3.24 nm
R after 6 h: 3.92 nm
R after 24 h: 4.95 nm
R after 24 h with equal-size estimate: 4.26 nm
density: start 3.54e+11, end 1.30e+11 cm^-2
D at final R: 2.22e-04 nm^2/s
start: time between mergers 9.61e+03 s, shape relaxation 5.88 s
  exchange/merging speed at 0.95 eV: 0.128
  exchange/merging speed at 0.85 eV: 6.136
  exchange/merging speed at 1.05 eV: 0.003
end: time between mergers 1.18e+05 s, shape relaxation 43.6 s
  exchange/merging speed at 0.95 eV: 0.349
  exchange/merging speed at 0.85 eV: 16.712
  exchange/merging speed at 1.05 eV: 0.007
radius where exchange takes over: 8.4 nm
R after 24 h if a = 1, same D(R0) and beta: 5.94 nm
R after 24 h if a = 2, same D(R0) and beta: 5.33 nm
10 K warmer: D times 1.87, R after 24 h 5.57 nm
rms island travel in 24 h: 11.5 nm
```
